**Buckingham–Dunn optical rotation of oriented molecules: plane-wave response, origin shifts and isotropic average**

For light of frequency $\omega$ along $\mathbf n$ through $N$ independent molecules per volume, the rotation over a path $l$ without linear birefringence is $\Delta\theta=-\tfrac12\omega\mu_0Nl\,D(\mathbf n)$ with $D=\mathrm{tr}\,G'-\mathbf n\cdot G'\mathbf n+\tfrac13\omega\,n_\alpha\varepsilon_{\alpha\gamma\delta}A_{\gamma,\delta\beta}n_\beta$, where $G'$ is the dipole–magnetic-dipole tensor, $A$ the dipole–quadrupole tensor and $\alpha$ the dipole polarizability. For a one-electron chiral oscillator diagonalized in 969 states, the program asserts that $D$ agrees with the response to the unexpanded current $q\mathbf p\,e^{i\mathbf k\cdot\mathbf r}$ along seven directions, that the deviation along $z$ scales as $k^2$, and that the diagonal of the transverse polarizability has no odd part in $k$. It asserts the shift laws of $G'$ and $A$ on tensors recomputed at displaced origins, the cancellation of the shifts in $D$, separate invariance of both terms along a principal axis of $\alpha$, and the shift direction $(1,-1,-3)$ of $(G'_{xx}+G'_{yy},\,G'_{zz},\,\omega(A_{x,yz}-A_{y,xz}))$. An SO(3) quadrature is asserted to give $\tfrac23\mathrm{tr}\,G'$ for the magnetic term, zero for the quadrupole term and a nonzero value for a control tensor without the index symmetry. For H$_2$O$_2$ at TDHF/aug-cc-pVDZ and 589.3 nm it asserts origin invariance of the velocity form, the formula for the length-form residue, agreement with a grid evaluation of the plane-wave response, and agreement of the SI formula and of the amplitude $|n_L-n_R|/(2|n_x-n_y|)$ with Jones propagation. The output shows $D_x,D_y,D_z=-0.0512,\ 0.0693,\ -0.0236$ au in velocity form (specific rotations $+376$, $-509$, $+173$, isotropic $+13.5$ deg dm$^{-1}$ (g/mL)$^{-1}$), with the separate terms for $y$ and $z$ moving by $0.368$ au in opposite directions under a 5 bohr shift and a length-form residue of $-0.0016$ au in $D_z$. At 1 mol/L the uniaxial sample rotates by $5.90^\circ$ over 0.1 m, while in the fully oriented one light entering polarized along $x$ reaches an azimuth of at most $0.0074^\circ$.

## Verification by program

```python
# Buckingham-Dunn optical rotation of oriented molecules (atomic units unless stated).
# Result under test, light of frequency w along unit vector n, N molecules per volume:
#   rotation = -(1/2) w mu0 N l D(n)   (positive: clockwise looking towards the source)
#   D(n) = [tr G - n.G.n] + (w/3) n_a eps_agd A_g,db n_b  (magnetic + quadrupole term)
# alpha: dipole polarizability; G: dipole-magnetic dipole tensor G'; A: dipole-traceless
# quadrupole tensor. Independent road: transverse polarizability at(k) from the response
# to the unexpanded current J = q p exp(ik.r); claim Im(at_12 - at_21)/2 = (k/w) D.
# Also tested: origin-shift laws, uniqueness, isotropic average, finite-basis residue,
# SI rotation by Jones propagation, quenching by linear birefringence.
import numpy as np
from scipy import constants as sc
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.spatial.transform import Rotation
from pyscf import gto, scf, ao2mo, dft

I3 = np.eye(3)
eps = np.zeros((3, 3, 3))
for i, j, l in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, l], eps[i, l, j] = 1.0, -1.0
c_au = 1 / sc.fine_structure
fmt = lambda v: " ".join("%.6g" % x for x in np.atleast_1d(v))

def tensors(wj, mu, m, Q, w):
    # arguments are <0|O|j>; Q is the second moment q r r
    den = 2 / (wj**2 - w**2)
    th = 1.5 * Q - 0.5 * np.einsum('bc,ddj->bcj', I3, Q)
    return (np.einsum('aj,bj,j->ab', mu, mu.conj(), den * wj).real,
            -w * np.einsum('aj,bj,j->ab', mu, m.conj(), den).imag,
            np.einsum('aj,bcj,j->abc', mu, th.conj(), den * wj).real)

def parts(G, A, w, n):
    return np.array([np.trace(G) - n @ G @ n,
                     w / 3 * np.einsum('a,agd,gdb,b->', n, eps, A, n)])

def chi(up, dn, g1, g2):
    # up=<j|J|0>, dn=<0|J|j>; g1, g2 resonant and antiresonant denominators
    return (np.einsum('aj,bj,j->ab', up.conj(), up, g1)
            + np.einsum('aj,bj,j->ab', dn.conj(), dn, g2))

def dG(a, al, w):
    return 0.5 * w * np.einsum('bgd,g,ad->ab', eps, a, al)

def dA(a, al):
    return (-1.5 * (np.einsum('b,ac->abc', a, al) + np.einsum('c,ab->abc', a, al))
            + np.einsum('a,bc->abc', al @ a, I3))

def so3_average(G, A):
    out = np.zeros(2)
    for cb, wb in zip(*np.polynomial.legendre.leggauss(4)):
        for a1 in np.arange(6) * np.pi / 3:
            for a3 in np.arange(6) * np.pi / 3:
                R = Rotation.from_euler('ZYZ', [a1, np.arccos(cb), a3]).as_matrix()
                Gr = R @ G @ R.T
                Ar = np.einsum('ai,bj,ck,ijk->abc', R, R, R, A)
                out += wb / 72 * np.array([Gr[0, 0] + Gr[1, 1], Ar[0, 1, 2] - Ar[1, 0, 2]])
    return out

# ---------------- one-electron chiral model, converged eigenstates ----------------
om, (cxy, cxz, cyz), lam, gam, w = np.array([0.8, 1.0, 1.3]), (0.05, 0.15, -0.10), 0.1, 0.01, 0.3
nmax, nb = 16, 60
low = np.diag(np.sqrt(np.arange(1.0, nb)), 1)
Id = np.eye(nb)
X = [(low + low.T) / np.sqrt(2 * o) for o in om]
D = [(low - low.T) * np.sqrt(o / 2) for o in om]
idx = np.array([(i, j, l) for i in range(nmax + 1) for j in range(nmax + 1 - i)
                for l in range(nmax + 1 - i - j)]).T

def op(*factors):
    f = [Id, Id, Id]
    for ax, M in factors:
        f[ax] = f[ax] @ M
    out = 1.0
    for ax in range(3):
        out = out * f[ax][np.ix_(idx[ax], idx[ax])]
    return out

xs = [(a, X[a]) for a in range(3)]
H = np.diag(om @ (idx + 0.5)) + cxy * op(xs[0], xs[1]) + cxz * op(xs[0], xs[2]) \
    + cyz * op(xs[1], xs[2]) + lam * op(*xs)
for a in range(3):
    for b in range(a, 3):
        H = H + gam * (1 if a == b else 2) * op(xs[a], xs[a], xs[b], xs[b])
E, C = np.linalg.eigh(H)
wj, c0, Cj = E[1:] - E[0], C[:, 0], C[:, 1:]

def model_tensors(o):
    r = [(a, X[a] - o[a] * Id) for a in range(3)]
    t = lambda M: (c0 @ M) @ Cj
    mu = np.array([-t(op(r[a])) for a in range(3)])
    Q = np.array([[-t(op(r[a], r[b])) for b in range(3)] for a in range(3)])
    m = np.array([0.5j * (t(op(r[(a + 1) % 3], ((a + 2) % 3, D[(a + 2) % 3])))
                          - t(op(r[(a + 2) % 3], ((a + 1) % 3, D[(a + 1) % 3]))))
                  for a in range(3)])
    return tensors(wj, mu, m, Q, w)

def model_plane_wave(n, k):
    e1 = np.cross(n, [0.3, 0.5, 0.7]); e1 /= np.linalg.norm(e1); e2 = np.cross(n, e1)
    ex = [(a, expm(1j * k * n[a] * X[a])) for a in range(3)]
    J = [1j * op((a, D[a]), *ex) for a in range(3)]
    up = np.array([(M @ c0) @ Cj for M in J]); dn = np.array([(c0 @ M) @ Cj for M in J])
    e = np.array([e1, e2])
    return (chi(e @ up, e @ dn, 1 / (wj - w), 1 / (wj + w)) - np.eye(2)) / w**2, e

D_pw = lambda at, w, k: (w / k) * (at[0, 1] - at[1, 0]).imag / 2
al, G, A = model_tensors(np.zeros(3))
z, k = I3[2], w / c_au
gold = (1 + 5**0.5) / 2
axes = [np.roll([0, s, gold], r) / np.hypot(1, gold) for s in (1.0, -1.0) for r in range(3)]
form = np.array([parts(G, A, w, n).sum() for n in axes]); scale = abs(form).max()
pw = []
for n in axes:
    at, e = model_plane_wave(n, k)
    pw.append(D_pw(at, w, k))
    assert abs(at.real - e @ al @ e.T).max() < 5e-4      # O(k^2/w^2) remainder
assert abs(np.array(pw) - form).max() < 3e-4 * scale      # O(k^2) remainder
assert abs(np.mean(pw) - 2 / 3 * np.trace(G)) < 3e-4 * scale
Dz = parts(G, A, w, z)
assert abs(Dz[1] - w / 3 * (A[0, 1, 2] - A[1, 0, 2])) < 1e-12
atp, atm = model_plane_wave(z, 0.04)[0], model_plane_wave(z, -0.04)[0]
assert abs(np.diag(atp - atm)).max() < 1e-10
err = [D_pw(atp, w, 0.04) - Dz.sum(), D_pw(model_plane_wave(z, 0.02)[0], w, 0.02) - Dz.sum()]
assert 3.6 < err[0] / err[1] < 4.4
pwz = D_pw(model_plane_wave(z, k)[0], w, k)
assert abs(pwz - Dz.sum()) < 3e-4 * scale
rows, nprin = [], np.linalg.eigh(al)[1][:, 0]
for o in np.array([[1.0, -2, 1.5], [0.5, 1, -1], [-2, 0.3, 0.7]]):
    _, G2, A2 = model_tensors(o)
    assert abs(G2 - G - dG(o, al, w)).max() < 1e-7 and abs(A2 - A - dA(o, al)).max() < 1e-7
    d = parts(G2, A2, w, z) - Dz
    assert abs(d[0]) > 1e-3 and abs(d.sum()) < 1e-7
    assert abs(parts(G2, A2, w, nprin) - parts(G, A, w, nprin)).max() < 1e-7
    rows.append([d[0], G2[2, 2] - G[2, 2], 3 * d[1]])
    if len(rows) == 1:
        first = (o, parts(G2, A2, w, z))
_, sv, vt = np.linalg.svd(np.array(rows))
assert sv[1] < 1e-5 * sv[0] and abs(vt[0] / vt[0, 0] - [1, -1, -3]).max() < 1e-5
av = so3_average(G, A)
assert abs(av[0] - 2 / 3 * np.trace(G)) < 1e-12 and abs(av[1]) < 1e-12 and abs(Dz[1]) > 1e-5
T = np.random.default_rng(1).normal(size=(3, 3, 3))
ctrl = so3_average(G, T)[1]
assert abs(ctrl - np.einsum('agd,gda->', eps, T) / 3) < 1e-12 and abs(ctrl) > 1e-3
print("MODEL (au): omega_xyz", fmt(om), "| c_xy c_xz c_yz", fmt([cxy, cxz, cyz]))
print("lambda, gamma, photon w (au):", fmt([lam, gam, w]), "| basis size", idx.shape[1])
print("first excitation (au):", fmt(wj[0]), "| k=w/c (1/bohr):", fmt(k))
print("alpha_xz, alpha_yz (au):", fmt([al[0, 2], al[1, 2]]))
print("D_z magnetic, quadrupole, sum at origin 0 (au):", fmt([*Dz, Dz.sum()]))
print("same, origin", fmt(first[0]), "bohr (au):", fmt([*first[1], first[1].sum()]))
print("D_z from full plane wave (au):", fmt(pwz))
print("plane-wave error at k=0.04, 0.02 (au), ratio:", fmt([*err, err[0] / err[1]]))
print("shift direction of (Gxx+Gyy, Gzz, w dA):", fmt(vt[0] / vt[0, 0]))
print("plane-wave mean over 6 axes, (2/3)trG (au):", fmt([np.mean(pw), 2 / 3 * np.trace(G)]))
print("SO(3) mean of A_x,yz-A_y,xz (au): %.1e | control tensor: %.4f" % (av[1], ctrl))

# ---------------- H2O2, TDHF/aug-cc-pVDZ, all states ----------------
roo, roh, ang, dih, lam_nm = 1.45, 0.97, np.radians(100), np.radians(110), 589.3
h = np.array([roh * np.sin(ang) * np.cos(dih / 2), roh * np.sin(ang) * np.sin(dih / 2),
              roo / 2 - roh * np.cos(ang)])
P = [h, np.array([0, 0, roo / 2]), np.array([0, 0, -roo / 2]), h * [1, -1, -1]]
b1, b2, b3 = P[1] - P[0], P[2] - P[1], P[3] - P[2]
signed = np.degrees(np.arctan2(np.linalg.norm(b2) * (b1 @ np.cross(b2, b3)),
                               np.cross(b1, b2) @ np.cross(b2, b3)))
mol = gto.M(atom=[(s, tuple(p)) for s, p in zip("HOOH", P)], basis='aug-cc-pvdz', verbose=0)
mf = scf.RHF(mol); mf.chkfile = None; mf.conv_tol = 1e-11
eri = mol.intor('int2e', aosym='s8'); mf._eri = eri; mf.kernel()
assert mf.converged
no = mol.nelectron // 2
co, cv = mf.mo_coeff[:, :no], mf.mo_coeff[:, no:]
nv = cv.shape[1]; N = no * nv
ovov = ao2mo.incore.general(eri, (co, cv, co, cv), compact=False).reshape(no, nv, no, nv)
oovv = ao2mo.incore.general(eri, (co, co, cv, cv), compact=False).reshape(no, no, nv, nv)
Am = np.diag((mf.mo_energy[no:][None] - mf.mo_energy[:no, None]).ravel()) \
    + (2 * ovov - oovv.transpose(0, 2, 1, 3)).reshape(N, N)
Bm = (2 * ovov - ovov.transpose(0, 3, 2, 1)).reshape(N, N)
s, U = np.linalg.eigh(Am - Bm)
rt, irt = (U * s**0.5) @ U.T, (U * s**-0.5) @ U.T
w2, Tm = np.linalg.eigh(rt @ (Am + Bm) @ rt)
wj = np.sqrt(w2)
XpY, XmY = rt @ Tm / np.sqrt(wj), irt @ Tm * np.sqrt(wj)
tr = lambda O, V: np.sqrt(2) * (co.T @ O @ cv).reshape(*O.shape[:-2], N) @ V
pc = lambda name: sc.physical_constants[name][0]
Eh, a0 = pc('Hartree energy'), pc('Bohr radius')
w_si = 2 * np.pi * sc.c / (lam_nm * 1e-9); w = w_si * sc.hbar / Eh; k = w / c_au
nao = mol.nao
muV = -tr(-mol.intor('int1e_ipovlp'), XmY) / wj

def mol_tensors(o):
    with mol.with_common_orig(o):
        r = mol.intor('int1e_r'); rr = mol.intor('int1e_rr').reshape(3, 3, nao, nao)
        rxd = mol.intor('int1e_cg_irxp', comp=3)
        rd = mol.intor('int1e_irp', comp=9).reshape(3, 3, nao, nao)
    m, muL = 0.5j * tr(rxd, XmY), -tr(r, XpY)
    QV = -tr(rd + rd.transpose(1, 0, 2, 3), XmY) / wj
    return tensors(wj, muL, m, -tr(rr, XpY), w), tensors(wj, muV, m, QV, w), muL

L0, V0, muL = mol_tensors(np.zeros(3))
alLV = np.einsum('aj,bj,j->ab', muL, muV, 2 * wj / (wj**2 - w**2))
og = np.array([1.0, -2, 1.5]); Lg, Vg, _ = mol_tensors(og)
assert abs(Lg[1] - L0[1] - dG(og, alLV, w)).max() < 1e-8
assert abs(Lg[2] - L0[2] - dA(og, L0[0])).max() < 1e-7
assert abs(Vg[1] - V0[1] - dG(og, V0[0], w)).max() < 1e-8
assert abs(Vg[2] - V0[2] - dA(og, V0[0])).max() < 1e-7
for n in axes:
    assert abs((parts(*Vg[1:], w, n) - parts(*V0[1:], w, n)).sum()) < 1e-8
assert abs(parts(*Vg[1:], w, I3[0]) - parts(*V0[1:], w, I3[0])).max() < 1e-6   # C2 axis
sh = np.array([5.0, 0, 0]); L1, V1, _ = mol_tensors(sh)
res = (parts(*L1[1:], w, z) - parts(*L0[1:], w, z)).sum()
res_f = -0.5 * w * sh[0] * (alLV[1, 2] - L0[0][1, 2])
assert abs(res - res_f) < 1e-8 and abs(res) > 1e-6

grids = dft.gen_grid.Grids(mol); grids.level = 4; grids.build()
M = np.zeros((3, 2, no, nv), complex)
for p0 in range(0, len(grids.weights), 15000):
    xyz, wt = grids.coords[p0:p0 + 15000], grids.weights[p0:p0 + 15000]
    mo = dft.numint.eval_ao(mol, xyz, deriv=1) @ mf.mo_coeff
    for d in range(3):
        for f, ph in ((np.cos, 1.0), (np.sin, 1j)):
            g = (wt * f(k * xyz[:, d]))[:, None]
            for q in range(2):
                a = 1 + (d + 1 + q) % 3
                M[d, q] += 0.5 * ph * ((g * mo[0][:, :no]).T @ mo[a][:, no:]
                                       - (g * mo[a][:, :no]).T @ mo[0][:, no:])
ats = []
for d in range(3):
    dn = np.sqrt(2) * 1j * M[d].reshape(2, N) @ XmY
    ats.append(chi(-dn, dn, 1 / (wj - w) - 1 / wj, 1 / (wj + w) - 1 / wj) / w**2)
DV = np.array([parts(*V0[1:], w, n) for n in I3]); DV1 = np.array([parts(*V1[1:], w, n) for n in I3])
pwm = np.array([D_pw(t, w, k) for t in ats])
assert abs(pwm - DV.sum(1)).max() < 2e-3 * abs(DV.sum(1)).max()    # grid quadrature error
assert abs(DV[:, 1].sum()) < 1e-10

# SI rotation: closed formula against Jones propagation of the plane-wave tensor
G_unit = sc.e * a0 * (sc.e * sc.hbar / sc.m_e) / Eh
al_unit = (sc.e * a0)**2 / Eh
rot = lambda Dau, dens, length: -0.5 * w_si * sc.mu_0 * dens * length * Dau * G_unit
dens, length = 1000 * sc.N_A, 0.1
eta = dens * al_unit / sc.epsilon_0

def azimuth_clockwise(at, zs):
    ev, Uv = np.linalg.eigh(w_si / sc.c * eta / 2 * (at + at.conj().T) / 2)
    F = Uv @ (np.exp(1j * np.outer(ev - ev.mean(), zs)) * Uv.conj()[0][:, None])
    return -0.5 * np.arctan2(2 * (F[0].conj() * F[1]).real, abs(F[0])**2 - abs(F[1])**2)

R2 = lambda t: np.array([[np.cos(t), -np.sin(t)], [np.sin(t), np.cos(t)]])
uni = sum(R2(t) @ ats[2] @ R2(t).T for t in np.arange(8) * np.pi / 4) / 8
jones = azimuth_clockwise(uni, np.array([length]))[0]
assert abs(jones - rot(pwm[2], dens, length)) < 1e-6 * abs(jones)
eL = np.array([1, 1j]) / 2**0.5
f0, f1 = eL.real, (eL * np.exp(-0.1j)).real
assert f0[0] * f1[1] - f0[1] * f1[0] > 0      # counterclockwise seen looking at the source
nLR = [brentq(lambda n: n * n - 1 - eta * (e.conj() @ (uni.real + 1j * n * uni.imag) @ e).real,
              0.5, 2, xtol=1e-15, rtol=1e-15) for e in (eL, eL.conj())]
dnc = nLR[0] - nLR[1]
assert abs(w_si * length * dnc / (2 * sc.c) - jones) < 1e-5 * abs(jones)
dnl = eta / 2 * (ats[2][0, 0] - ats[2][1, 1]).real
beat = lam_nm * 1e-9 / abs(dnl)
amax = abs(azimuth_clockwise(ats[2], np.linspace(0, beat, 4001))).max()
assert abs(amax - abs(dnc / (2 * dnl))) < 2e-3 * amax
mass = mol.atom_mass_list(isotope_avg=True).sum()
spec = lambda Dau: np.degrees(rot(Dau, 1e6 * sc.N_A / mass, 0.1))

print("H2O2: r_OO, r_OH (Angstrom):", fmt([roo, roh]), "| angle, dihedral (deg):",
      fmt([np.degrees(ang), signed]))
print("RHF energy (Eh): %.6f | AOs %d | TDHF states %d" % (mf.e_tot, nao, N))
print("first excitation (Eh):", fmt(wj[0]), "| molar mass (g/mol):", fmt(mass))
print("wavelength (nm), w (au), k (1/bohr):", fmt([lam_nm, w, k]))
print("alpha xx yy zz yz, length (au):", fmt([*np.diag(L0[0]), L0[0][1, 2]]))
print("alpha xx yy zz yz, velocity (au):", fmt([*np.diag(V0[0]), V0[0][1, 2]]))
print("alpha_yz, alpha_zy mixed LV (au):", fmt([alLV[1, 2], alLV[2, 1]]))
print("G' xx yy zz, velocity, midpoint (au):", fmt(np.diag(V0[1])))
print("A_x,yz A_y,xz A_z,xy, velocity, midpoint (au):",
      fmt([V0[2][0, 1, 2], V0[2][1, 0, 2], V0[2][2, 0, 1]]))
print("origin shift (bohr):", fmt(sh), "| columns: magnetic, quadrupole, sum (au)")
for d, nm in enumerate("xyz"):
    print("velocity D_%s midpoint:" % nm, fmt([*DV[d], DV[d].sum()]))
    print("velocity D_%s shifted :" % nm, fmt([*DV1[d], DV1[d].sum()]))
for nm, t in (("midpoint", L0), ("shifted ", L1)):
    p = parts(*t[1:], w, z)
    print("length   D_z %s:" % nm, fmt([*p, p.sum()]))
print("length residue: computed, -(w/2)a_x(aLV_yz-a_yz) (au):", fmt([res, res_f]))
print("velocity -(w/2)a_x alpha_yz (au):", fmt(-0.5 * w * sh[0] * V0[0][1, 2]))
print("plane-wave D_x D_y D_z on grid (au):", fmt(pwm))
print("(2/3)trG' velocity, length midpoint (au):",
      fmt([2 / 3 * np.trace(V0[1]), 2 / 3 * np.trace(L0[1])]))
print("factor, deg/(dm g/mL) per au of D:", fmt(spec(1.0)))
print("specific rotation x y z, velocity (deg/(dm g/mL)):", fmt(spec(DV.sum(1))))
print("specific rotation isotropic, velocity (deg/(dm g/mL)):", fmt(spec(2 / 3 * np.trace(V0[1]))))
print("density (1/m^3), path (m):", fmt([dens, length]))
print("uniaxial along z: n_L-n_R:", fmt(dnc))
print("rotation Jones, formula (deg):", fmt(np.degrees([jones, rot(DV[2].sum(), dens, length)])))
print("fixed orientation: n_x-n_y:", fmt(dnl), "| beat length (m):", fmt(beat))
print("max azimuth scan, |nL-nR|/(2|nx-ny|) (deg):", fmt(np.degrees([amax, abs(dnc / (2 * dnl))])))
print("all assertions hold")
```

Running it gives:

```
MODEL (au): omega_xyz 0.8 1 1.3 | c_xy c_xz c_yz 0.05 0.15 -0.1
lambda, gamma, photon w (au): 0.1 0.01 0.3 | basis size 969
first excitation (au): 0.84249 | k=w/c (1/bohr): 0.00218921
alpha_xz, alpha_yz (au): -0.143901 0.0673558
D_z magnetic, quadrupole, sum at origin 0 (au): -0.000206739 -0.00057328 -0.000780019
same, origin 1 -2 1.5 bohr (au): 0.0328601 -0.0336401 -0.000780019
D_z from full plane wave (au): -0.000780017
plane-wave error at k=0.04, 0.02 (au), ratio: 5.84696e-07 1.4621e-07 3.99901
shift direction of (Gxx+Gyy, Gzz, w dA): 1 -1 -3
plane-wave mean over 6 axes, (2/3)trG (au): 2.37482e-05 2.37482e-05
SO(3) mean of A_x,yz-A_y,xz (au): 2.1e-19 | control tensor: -0.0214
H2O2: r_OO, r_OH (Angstrom): 1.45 0.97 | angle, dihedral (deg): 100 110
RHF energy (Eh): -150.801242 | AOs 64 | TDHF states 495
first excitation (Eh): 0.243893 | molar mass (g/mol): 34.014
wavelength (nm), w (au), k (1/bohr): 589.3 0.0773178 0.000564215
alpha xx yy zz yz, length (au): 10.9422 12.1768 19.5626 1.9152
alpha xx yy zz yz, velocity (au): 10.5613 11.8948 19.4852 1.90569
alpha_yz, alpha_zy mixed LV (au): 1.92344 1.90117
G' xx yy zz, velocity, midpoint (au): 0.112363 -0.122427 0.00731738
A_x,yz A_y,xz A_z,xy, velocity, midpoint (au): 4.26197 4.78677 2.30591
origin shift (bohr): 5 0 0 | columns: magnetic, quadrupole, sum (au)
velocity D_x midpoint: -0.11511 0.0639381 -0.0511717
velocity D_x shifted : -0.11511 0.0639381 -0.0511717
velocity D_y midpoint: 0.119681 -0.0504126 0.0692681
velocity D_y shifted : 0.488039 -0.418771 0.0692681
velocity D_z midpoint: -0.0100638 -0.0135254 -0.0235892
velocity D_z shifted : -0.378422 0.354833 -0.0235892
length   D_z midpoint: -0.0117263 -0.0143638 -0.0260901
length   D_z shifted : -0.383517 0.355834 -0.0276831
length residue: computed, -(w/2)a_x(aLV_yz-a_yz) (au): -0.00159299 -0.00159299
velocity -(w/2)a_x alpha_yz (au): -0.368359
plane-wave D_x D_y D_z on grid (au): -0.0511716 0.0692681 -0.0235891
(2/3)trG' velocity, length midpoint (au): -0.00183091 -0.00338374
factor, deg/(dm g/mL) per au of D: -7348.65
specific rotation x y z, velocity (deg/(dm g/mL)): 376.043 -509.028 173.349
specific rotation isotropic, velocity (deg/(dm g/mL)): 13.4547
density (1/m^3), path (m): 6.02214e+26 0.1
uniaxial along z: n_L-n_R: 1.93037e-07
rotation Jones, formula (deg): 5.89625 5.89629
fixed orientation: n_x-n_y: -0.000747684 | beat length (m): 0.000788167
max azimuth scan, |nL-nR|/(2|nx-ny|) (deg): 0.0073963 0.0073963
all assertions hold
```
